\section*{First-Order Douglas-Kroll-Hess in a Gaussian Basis: Hydrogenic Tungsten}

\section{Symmetry fixes the form}

We use atomic units ($\hbar=m=e=1$, $c=137.036$) and subtract the rest energy. One electron moves in $V=-Z/r$ of a fixed point nucleus. In $2\times2$ blocks the Dirac operator is
\begin{equation}
D=\begin{pmatrix}V&c\,\sigma\!\cdot\!p\\ c\,\sigma\!\cdot\!p&V-2c^2\end{pmatrix}.
\label{dirac}
\end{equation}
We seek a unitary $U$ that decouples the blocks when $V=0$. It should share the symmetries of the free problem:
\begin{itemize}
\item Translation invariance makes its blocks functions of $p$.
\item Rotation invariance leaves scalars $f(p^2)$ and the pseudoscalar $\sigma\cdot\hat p$ times such functions.
\item Upper and lower components have opposite intrinsic parity, so scalars stand on the diagonal and $\sigma\cdot\hat p$ off it.
\item Time reversal leaves $\sigma\cdot\hat p$ unchanged and conjugates coefficients, which can therefore be taken real.
\end{itemize}
With $s=\sigma\cdot\hat p$, $s^2=1$, a rotation of this kind is
\begin{equation}
U=\begin{pmatrix}A&Bs\\-Bs&A\end{pmatrix},\qquad A^2+B^2=1 .
\end{equation}
The only momentum scale is $c$, so $A$ and $B$ depend on $p/c$ alone. The part of the rotated potential that stays in the upper block must be $AVA+BsVsB$.

Dimensions also fix the energy. With $r=\rho/c$ and $p=c\pi$, kinetic energy and potential both acquire a factor $c^2$, and $Z$ survives only in $Z/c$. Hence $E=c^2F(Z/c)$. For tungsten $Z/c=0.540$, which is not a small parameter.

\section{The kinematic factors}

Absorb $s$ into the lower component. The free operator becomes a numerical matrix for each $p$, and its rotated elements are
\begin{align}
(UD_0U^T)_{11}&=2ABcp-2c^2B^2,\\
(UD_0U^T)_{12}&=(A^2-B^2)cp-2ABc^2 .
\end{align}
Put $A=\cos\theta$, $B=\sin\theta$. The off-diagonal element vanishes if $\tan2\theta=p/c$. We take the root with $\theta\to0$ as $p\to0$; the other exchanges the two energies. With $E_p=c\sqrt{p^2+c^2}$ this means $\cos2\theta=c^2/E_p$ and $\sin2\theta=cp/E_p$, so
\begin{equation}
A=\sqrt{\frac{E_p+c^2}{2E_p}},\qquad
\frac BA=\frac{\sin2\theta}{2A^2}=\frac{cp}{E_p+c^2}=Kp .
\end{equation}
The upper energy is
\begin{equation}
cp\sin2\theta-c^2(1-\cos2\theta)=E_p-c^2=\frac{p^2c^2}{E_p+c^2}.
\label{kin}
\end{equation}
The trace is $-2c^2$, so the lower energy is $-E_p-c^2$. The last form in \eqref{kin} avoids subtracting nearly equal numbers. At $c=10^7$, used below for the nonrelativistic limit, direct subtraction in double precision would round at about $0.01$ hartree.

Since $Bs=AK\,\sigma\cdot p$, the upper block is the first-order Douglas-Kroll-Hess (DKH1) operator,
\begin{equation}
H_1=E_p-c^2+A\left[V+K(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)K\right]A .
\label{h1}
\end{equation}
With $V_s=sVs$, the block from upper to lower components is
\begin{equation}
O=-BVA+AV_sB .
\label{odd}
\end{equation}
DKH1 drops $O$. It is thus an approximation to the Dirac problem even in a complete basis.

At $p=Z$, $E_p/c^2=\sqrt{1+0.540^2}=1.1365$. Hence $A=\sqrt{2.1365/2.2730}=0.970$ and $Kp=0.540/2.1365=0.253$. The kinetic energy is $2563$ hartree, $6.4\%$ below $p^2/2=2738$ hartree.

\section{The matrix algorithm}

Let $S,T,V,W$ be the matrices of overlap, $p^2/2$, $V$ and $(\sigma\cdot p)V(\sigma\cdot p)$ in real Gaussians.

\begin{enumerate}
\item Solve $TC=SCt$ with $C^TSC=1$ and set $p_i=\sqrt{2t_i}$.
\item Form $V'=C^TVC$ and $W'=C^TWC$.
\item With $E_i,A_i,K_i$ evaluated at $p_i$, form
\begin{equation}
H'_{ij}=\delta_{ij}\frac{p_i^2c^2}{E_i+c^2}
+A_i\left(V'_{ij}+K_iW'_{ij}K_j\right)A_j .
\label{hp}
\end{equation}
\item Transform back. From $H'=C^THC$ and $C^{-1}=C^TS$,
\begin{equation}
H=C^{-T}H'C^{-1}=SC\,H'\,C^TS .
\label{back}
\end{equation}
\item Solve $Hx=ESx$.
\end{enumerate}
The factors $S$ in \eqref{back} are needed because Gaussians overlap. With 16 $s$ functions and $c=10^7$, $H_{ij}$ was tested against $T_{ij}+V_{ij}$; they agree within $10^{-4}$ of $\sqrt{T_{ii}T_{jj}}$.

\subsection{Radial integrals}

Write the upper component as $(u/r)\Omega_\kappa$, with $\kappa=-1,1,-2$ for $s_{1/2},p_{1/2},p_{3/2}$. From $\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)$ and $\sigma\cdot L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$,
\begin{equation}
\sigma\!\cdot\!p\,\frac ur\Omega_\kappa=-i\sigma_r\Omega_\kappa\frac{\mathcal Du}{r},
\qquad \mathcal Du=u'+\frac{\kappa u}{r}.
\end{equation}
The factor $-i\sigma_r$ cancels in matrix elements, since $V$ is radial. Let $u_a=N_ar^{l+1}e^{-ar^2}$, $q=a+b$, $k=l+1+\kappa$ and
\begin{equation}
M_n=\int_0^\infty r^ne^{-qr^2}dr=\frac{\Gamma((n+1)/2)}{2q^{(n+1)/2}} .
\end{equation}
Then $\mathcal Du_a=N_a(kr^l-2ar^{l+2})e^{-ar^2}$. Apart from $N_aN_b$,
\begin{align}
S_{ab}&=M_{2l+2},\qquad T_{ab}=2ab\,M_{2l+4},\qquad V_{ab}=-ZM_{2l+1},\\
W_{ab}&=-Z\left[k^2M_{2l-1}-2kqM_{2l+1}+4ab\,M_{2l+3}\right].
\end{align}
$T$ was evaluated with $k=0$; because $(\sigma\cdot p)^2=p^2$, it is the same for both $\kappa$ of one $l$. For $s$ states $k=0$, and the first two terms of $W$ are absent.

A spin-free calculation keeps $p\cdot Vp$ and drops the term proportional to $\sigma\cdot L$. The eigenvalues of $\sigma\cdot L$, $l$ and $-(l+1)$, have weights $l+1$ and $l$, so their weighted sum is zero. Hence $W_{\rm sf}=(2W_{3/2}+W_{1/2})/3$ for $p$ functions.

\section{Three sources of error}

\subsection{Functions of a projected operator}

Let $P$ project on the basis. The algorithm uses $f(PTP)$ where $Pf(T)P$ is meant. For $f(T)=T^2$ the difference is
\begin{equation}
PT^2P-(PTP)^2=PT(1-P)TP ,
\end{equation}
which vanishes if $T$ maps the basis into itself. Gaussians do not have this property, so the DKH1 energy in a finite basis is not guaranteed to be an upper bound.

The rotated Dirac matrix is free of this error. The functions $(\sigma\cdot p)\phi_i/p_i$ are orthonormal because $\langle\phi_i|p^2|\phi_j\rangle=p_i^2\delta_{ij}$. In them $V$ has elements $W'_{ij}/(p_ip_j)$, which serve as the matrix of $V_s$, and the numbers $A_i,B_i$ define a unitary matrix. Keeping $O$ therefore gives the Dirac levels of the finite basis.

\subsection{Missing tight functions}

The exponents are $20\times2^j$ bohr$^{-2}$. With the smallest exponent and the ratio held fixed, adding functions at the tight end gives for $1s$:
\begin{center}
\begin{tabular}{rrr}
functions & largest exponent & $E$ (hartree)\\
10 & $1.02\times10^4$ & $-2906.236$\\
14 & $1.64\times10^5$ & $-3054.280$\\
18 & $2.62\times10^6$ & $-3074.754$\\
22 & $4.19\times10^7$ & $-3077.486$\\
26 & $6.71\times10^8$ & $-3077.850$\\
30 & $1.07\times10^{10}$ & $-3077.899$
\end{tabular}
\end{center}
The last steps are $2.732$, $0.364$ and $0.049$ hartree, falling by about $7.5$ each time. If this empirical ratio persists, the remainder is $0.049/(7.5-1)=0.008$ hartree and the limit is $-3077.907$. We have not derived the rate.

An independent value comes from momentum space, where functions of $p$ need no basis. The Fourier kernel of $V$ is $-Z/(2\pi^2|{\bf p}-{\bf p}'|^2)$. Its angular integral gives Legendre functions of the second kind $Q_l(z)$, $z=(p^2+p'^2)/(2pp')$. For $g(p)=p\,\phi(p)$,
\begin{equation}
(E_p-c^2)g(p)-\frac Z\pi\int_0^\infty\!\left[AQ_lA'+BQ_{l'}B'\right]g(p')\,dp'=Eg(p).
\label{mom}
\end{equation}
Primed factors are taken at $p'$. Since $\sigma\cdot\hat p$ changes $l$ by one, $(l,l')=(0,1)$ for $s_{1/2}$ and $(1,0)$ for $p_{1/2}$.

We put $p=e^x$ on a grid of step $h=0.02$ from $10^{-4}Z$ to $10^5Z$. With $\tau=x-x'$, $Q_0\simeq-\ln(|\tau|/2)$ near $\tau=0$. Stirling's formula gives, for the one-sided sum with half weight at its far end,
\begin{equation}
h\sum_j\ln(jh)-\int\ln \tau\,d\tau\simeq\frac h2\ln\frac{2\pi}{h}.
\end{equation}
Both sides together require the diagonal value $\ln(2\pi/h)+\ln2=\ln(4\pi/h)$ for $Q_0$. Since $Q_1=zQ_0-1$, its diagonal value is smaller by one.

The result is $-3077.907$ hartree. Doubling the step to $h=0.04$ lowers it by about $0.002$ hartree, so the last digit is uncertain. The 30-function energy differs from it by $0.008$ hartree, or $3\times10^{-6}$ of the energy, in line with the extrapolation. This confirms the algorithm for the DKH1 operator; it says nothing about the closeness of that operator to Dirac's.

\subsection{The dropped odd block}

Let $h_+$ and $h_-$ be the diagonal blocks of the rotated matrix. Its eigenvalue equations are $h_+u+O^\dagger v=Eu$ and $Ou+h_-v=Ev$. Eliminating $v$ gives
\begin{equation}
\left[h_++G(E)\right]u=Eu,\qquad G(E)=O^\dagger(E-h_-)^{-1}O .
\end{equation}
Since $V$ and $V_s$ are negative, $h_-=-E_p-c^2+AV_sA+BVB$ lies below $-2c^2=-37558$ hartree. The bound state lies above it, so $G$ is positive and decreases as $E$ rises. Let $E_1,\psi$ be the lowest eigenpair of $h_+$. Positivity gives $E\ge E_1$. The variation principle for $h_++G(E)$, followed by $G(E)\le G(E_1)$, gives an upper limit:
\begin{equation}
E_1\le E\le E_1+\Delta,\qquad
\Delta=\sum_k\frac{|\langle k|O|\psi\rangle|^2}{E_1-e_k},
\label{bracket}
\end{equation}
where $e_k,|k\rangle$ are the eigenpairs of $h_-$. Thus DKH1 overbinds the lowest level relative to the Dirac matrix in the same basis.

For tungsten $\Delta=110.7$ hartree, and \eqref{bracket} reads $-3077.9\le-2973.4\le-2967.2$. The estimate overshoots by $6.2$ hartree. Replacing $E$ by $E_1$ in the denominators changes them by at most $104.5/(37558-3078)=0.3\%$, which alters $\Delta$ by less than $0.4$ hartree. The rest comes from holding $\psi$ fixed.

\section{The weak-field limit}

For $p\ll c$, $A\simeq1-p^2/8c^2$ and $K\simeq1/2c$. Equation \eqref{h1} becomes
\begin{equation}
H_1\simeq\frac{p^2}2+V-\frac{p^4}{8c^2}-\frac{p^2V+Vp^2}{8c^2}
+\frac{(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)}{4c^2}.
\end{equation}
The double commutator of $p$ with $V$ gives $p\cdot Vp=\frac12(p^2V+Vp^2)+\frac12\nabla^2V$. The anticommutators cancel, leaving
\begin{equation}
H_1\simeq\frac{p^2}2+V-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}
+\frac{\sigma\cdot(\nabla V\times p)}{4c^2}.
\end{equation}
These are the mass-velocity, Darwin and spin-orbit terms of the Dirac equation at order $c^{-2}$.

To leading order $O$ is a commutator $[\sigma\cdot p,V]/2c$, up to a factor $-s$. Divided by the gap $2c^2$, its square gives $|\nabla V|^2/8c^4=Z^2/(8c^4r^4)$. In an $s$ state the integral of this diverges at small $r$. Cutting it off at $r\sim1/c$, where the expansion fails, and using $|\psi(0)|^2\sim Z^3$, gives an error of order $Z^5/c^3$.

The computed $1s$ errors, with exponents scaled as $Z^2$, are $-0.0107$, $-0.265$ and $-6.09$ hartree for $Z=10,20,40$. The local powers are $4.63$ and $4.52$. They exceed $4$, which is consistent with agreement at order $Z^4/c^2$, but they do not establish the limiting power $5$. Higher powers of $Z/c$ may cause the difference; that is a conjecture.

\section{Hydrogenic tungsten}

The Dirac $1s$ energy follows from upper and lower radial functions $r^\gamma e^{-Zr}$ and $\eta r^\gamma e^{-Zr}$. The $1/r$ terms of the two radial equations give
\begin{equation}
\eta=-\frac{Z}{c(1+\gamma)}=\frac{c(\gamma-1)}Z,
\qquad \gamma=\sqrt{1-Z^2/c^2}.
\end{equation}
The constant term of the first gives $E=c\eta Z=c^2(\gamma-1)$, which also satisfies the second. Here $\gamma=0.84166$ and $E=-2973.4$ hartree. For $n=2$ we use the standard closed Dirac formula. The 30-function Dirac matrix reproduces all four levels within about $0.001$ hartree.

\begin{center}
\begin{tabular}{lrrr}
level & DKH1 & Dirac & difference\\
$1s_{1/2}$ & $-3077.9$ & $-2973.4$ & $-104.5$\\
$2s_{1/2}$ & $-771.9$ & $-758.7$ & $-13.3$\\
$2p_{1/2}$ & $-762.8$ & $-758.7$ & $-4.1$\\
$2p_{3/2}$ & $-698.1$ & $-697.5$ & $-0.7$
\end{tabular}
\end{center}
Energies are in hartree. The $1s$ values are $-83.75$ keV for DKH1 and $-80.91$ keV for Dirac, an overbinding of $3.5\%$ of the Dirac energy. The DKH1 energy is the sum
\begin{equation}
3941.4-6583.4-435.9=-3077.9\ \text{hartree}
\end{equation}
of the kinetic, $AVA$ and $AKWKA$ parts, taken with 30 functions. The parts are not stationary and converge more slowly than their sum: in the complete-basis limit they move by about $+0.09$, $-0.08$ and $-0.015$ hartree, so the last digit of the first two is uncertain.

The $1s$ error is $7.9$ times the $2s$ error, close to the ratio $2^3$ expected if the error follows the nonrelativistic density at the nucleus. At this $Z/c$ that density is not accurate, so the closeness may be accidental. DKH1 also splits $2s_{1/2}$ from $2p_{1/2}$ by $9.2$ hartree, although the Dirac levels coincide. Its $2p$ spin-orbit splitting is $64.6$ hartree against $61.2$, too large by $5.5\%$.

The spin-free $2p$ energy is $-716.1$ hartree with 20 functions; the weighted mean of the two spin-orbit levels is $-719.7$ with 30. In a common basis the lowest eigenvalue is a concave function of the Hamiltonian, so averaging the operator cannot give a lower energy than averaging the levels. The unequal basis sizes hardly matter here: the spin-free energy with 20 functions lies within $0.001$ hartree of its complete-basis value.

\subsection{From the ion to a molecule}

In a molecule that contains tungsten, \eqref{h1} supplies a one-electron part of the Hamiltonian, with all nuclei in $V$. The one-electron ion W$^{73+}$ is far from that state. The assumption that fails first is the single electron: the $1s$ binding energy of neutral tungsten is roughly $70$ keV, about $11$ keV below the one-electron value. The effect of the DKH1 error on valence energies and bond strengths is not determined by this example.

Within the ion, a Gaussian nuclear charge of rough rms radius $5.4$ fm raises the Dirac $1s$ level by $1.1$ hartree and the DKH1 level by $2.9$ hartree, so that the DKH1 error becomes $-102.7$ instead of $-104.5$ hartree. The QED scale $(Z/c)^4c/\pi$ is $3.7$ hartree, without its numerical coefficient, and nuclear recoil is of order $0.01$ hartree. On these estimates the omitted odd block is the largest error of the ionic $1s$ calculation, and removing it takes priority over refining the nucleus. The numerical output gives the remaining digits.

\section*{Computed values}
\begin{verbatim}
Z = 74, c = 137.035999 a.u., Z/c = 0.54000
basis: 30 exponents, 20.0 to 1.0737e+10 bohr^-2
condition number of s overlap: 7.29e+04
kinetic eigenvalues: 20.6697 to 4.963e+10 hartree
at p = Z: E_p - c^2 = 2563.085 hartree
at p = Z: p^2/2 = 2738.000 hartree
at p = Z: A = 0.969511, K p = 0.252753
level: DKH1 Gaussian, Dirac formula, difference (hartree)
  1s1/2: -3077.899, -2973.401, -104.498
  2s1/2: -771.939, -758.676, -13.263
  2p1/2: -762.758, -758.676, -4.082
  2p3/2: -698.138, -697.452, -0.686
level: DKH1 momentum space; Dirac matrix in basis (hartree)
  1s1/2: -3077.907; -2973.400
  2s1/2: -771.940; -758.675
  2p1/2: -762.758; -758.677
  2p3/2: not computed; -697.452
nonrelativistic 1s, 20 functions: -2737.999 hartree
1s DKH1: -83.754 keV
1s Dirac: -80.910 keV
1s DKH1 error: 3.51 % overbinding
1s parts: kinetic 3941.364 hartree
1s parts: A V A -6583.350 hartree
1s parts: A K W K A -435.914 hartree
second-order odd-block correction: 110.743 hartree
1s after this correction: -2967.156 hartree
2p splitting: DKH1 64.620, Dirac 61.224 hartree
2p spin-free DKH1, 20 functions: -716.061 hartree
functions, largest exponent (bohr^-2), 1s DKH1 (hartree)
  10, 1.024e+04, -2906.236
  14, 1.638e+05, -3054.280
  18, 2.621e+06, -3074.754
  22, 4.194e+07, -3077.486
  26, 6.711e+08, -3077.850
  30, 1.074e+10, -3077.899
Z, 1s DKH1 error against same-basis Dirac (hartree)
  10, -0.01067
  20, -0.26497
  40, -6.08668
error power of Z: 4.63 (10-20), 4.52 (20-40)
finite nucleus, rms 5.4 fm: 1s shift 1.085 hartree
QED scale alpha (Z alpha)^4 c^2/pi: 3.709 hartree
recoil scale, mass number 184: 0.0089 hartree
\end{verbatim}
